# The cavity construction and the Weiss field in infinite dimensions

## A special case: a site surrounded by atoms

Let a site $o$ be joined by a hopping amplitude $t$ to $z$ other sites, which are not joined to one another. Every site has the Hubbard repulsion $U$. Once $o$ is held fixed, the neighbours are $z$ independent copies of one interacting atom, and this makes the problem transparent.

In the Grassmann path integral with weight $e^{-S}$, the coupling to neighbour $l$ is
$$S_l=\int_0^\beta d\tau\sum_\sigma(\bar c_{l\sigma}\eta_\sigma+\bar\eta_\sigma c_{l\sigma}),\qquad \eta_\sigma=t\,c_{o\sigma},\quad \bar\eta_\sigma=t\,\bar c_{o\sigma}.$$
Averaging over one atom gives $\langle e^{-S_l}\rangle=e^{W[\bar\eta,\eta]}$, and averaging over all of them gives $e^{zW}$. Particle conservation allows only terms with $n$ factors $\bar\eta$ and $n$ factors $\eta$ in $W$, so the $2n$-field term of $zW$ is proportional to $z\,t^{2n}$. With $t=t_*/\sqrt z$ this is
$$z\,(t_*^2/z)^n=t_*^{2n}\,z^{1-n}.$$
The quadratic term ($n=1$) stays finite as $z\to\infty$; the quartic term falls as $1/z$, and higher terms fall faster. The atoms remain strongly interacting. Their higher correlations are not small, but each atom is coupled to $o$ too weakly for them to matter.

On a lattice the neighbours are connected to the rest of the system, and the counting needs proof.

## Statement

The Hamiltonian is
$$H-\mu N=\sum_{ij\sigma}t_{ij}c^\dagger_{i\sigma}c_{j\sigma}+U\sum_i n_{i\uparrow}n_{i\downarrow}-\mu\sum_{i\sigma}n_{i\sigma},$$
with $t_{ij}=t_*/\sqrt z$ between nearest neighbours and zero otherwise. The lattice is the Bethe lattice (an infinite tree) with $z$ neighbours per site, or the hypercubic lattice in $d$ dimensions, where $z=2d$. Green functions are $G_{ij}(\tau)=-\langle c_i(\tau)\bar c_j(0)\rangle$, and $\omega$ is a fermionic Matsubara frequency. Spin labels are dropped where they play no part. The superscript $(o)$ marks the cavity system: the interacting lattice with site $o$ and its bonds removed.

**Theorem.** Let the temperature be fixed and nonzero, and the phase homogeneous, paramagnetic and normal. As $z\to\infty$, order by order in the hopping:

1. Integrating out all sites but $o$ leaves the local interaction and a quadratic term,
$$S_{\rm eff}=-\sum_{\omega\sigma}\bar c_{o\sigma}\,\mathcal G_0^{-1}(i\omega)\,c_{o\sigma}+U\int_0^\beta d\tau\,n_{o\uparrow}n_{o\downarrow},$$
$$\mathcal G_0^{-1}=i\omega+\mu-\Delta,\qquad \Delta=\sum_{ij}t_{oi}\,G^{(o)}_{ij}\,t_{jo}.$$
2. The lattice self-energy $\Sigma$ is local, and $\mathcal G_0^{-1}=G_{oo}^{-1}+\Sigma$.

The function $\mathcal G_0$ is the Weiss field. The limit is essential: at finite $z$ and $U\neq0$ the higher terms are present. The scaling of $t_{ij}$ matters too. At fixed $t$ the star's quadratic term would grow as $z$; with $t\propto1/z$ it would vanish and leave an isolated atom.

## The exact cumulant series

Set $\eta_i=t_{io}c_o$ and $\bar\eta_i=t_{oi}\bar c_o$. The action splits into the part $S_o$ of site $o$, the cavity action, and the coupling $X+Y$, with
$$X=\int\sum_i\bar c_i\eta_i,\qquad Y=\int\sum_i\bar\eta_ic_i .$$
Integrating over the cavity fields gives, up to a constant,
$$S_{\rm eff}=S_o-\ln\langle e^{-(X+Y)}\rangle_{(o)} .$$
The logarithm generates cumulants. The first-order one vanishes by particle conservation. At second order $\langle X^2\rangle$ and $\langle Y^2\rangle$ vanish for the same reason. Since $X$ and $Y$ contain pairs of Grassmann fields, they commute, and
$$\tfrac12\langle(X+Y)^2\rangle=\langle YX\rangle=\int\!\!\int\sum_{ij}\bar\eta_i(\tau)\langle c_i(\tau)\bar c_j(\tau')\rangle_{(o)}\eta_j(\tau')=-\int\!\!\int\sum_{ij}\bar\eta_iG^{(o)}_{ij}\eta_j .$$
The minus sign in front of the logarithm turns this into $+\iint\bar c_o\,\Delta\,c_o$. With $c(\tau)=\beta^{-1/2}\sum_\omega e^{-i\omega\tau}c_\omega$, the local term $\bar c_o(\partial_\tau-\mu)c_o$ becomes $-\bar c_o(i\omega+\mu)c_o$. The sum is $-\bar c_o(i\omega+\mu-\Delta)c_o$, as stated.

For $U=0$ the cavity is Gaussian, all higher cumulants vanish, and the quadratic action is exact at any $z$. For $U\neq0$ the terms with $2n\ge4$ legs must be estimated.

## The counting lemma

Expand the cavity cumulants in powers of the hopping. The reference system is a set of isolated atoms, so its cumulants vanish unless all their fields are on one site. A connected quantity is therefore a sum of connected graphs: atomic cumulants, finite at fixed temperature, are joined by hops. Cumulants on the same site are merged into one vertex, which keeps the graph connected. The hops that attach the cavity to $o$ are included, and $L$ is the total number of hops. A graph then carries the weight $(t_*/\sqrt z)^L$ times a factor independent of $z$.

Consider graphs with one external end at $o$ and one at $j$; closed graphs, such as the terms of $S_{\rm eff}$, count as $j=o$. Let $|j|$ be the number of steps in a shortest path from $o$ to $j$.

**Lemma.** At a given order in the hopping, such graphs sum to at most $O(z^{-|j|/2})$. If three or more hops at $o$ attach to the same connected piece of the cavity, the sum is at most $O(z^{-|j|/2-1})$.

*Proof, hypercubic lattice.* Particle conservation gives every site as many incoming as outgoing hops, apart from the external ends. The hops thus decompose into closed walks and, if $j\ne o$, one walk between $o$ and $j$. Let $m_a$ be the number of hops along axis $a$, and $j_a$ the component of $j$. A closed walk takes equally many steps forward and backward along each axis, so $m_a$ has the parity of $j_a$ and $m_a\ge|j_a|$. Call an axis free if it is used although $j_a=0$; then $m_a\ge2$. With $F$ free axes,
$$L=\sum_am_a\ge|j|+2F .$$
The free axes can be chosen in $O(d^F)$ ways; all other choices are bounded by a constant depending on $L$. The sum is $O(d^{F-L/2})$, at most $O(d^{-|j|/2})$.

Now let three hops at $o$ end on sites $x,y,w$ (possibly coinciding) of one connected cavity piece. A spanning tree of that piece contains a site $b$ from which paths run to $x$, $y$ and $w$ without sharing a hop. Together with the three hops at $o$ they form three paths from $o$ to $b$ with no hop in common. Since $b\neq o$, some component $b_a$ is nonzero; orient the axis so that $b_a\ge1$. All three paths cross the plane $x_a=\tfrac12$.

- If $j_a=0$, then $m_a\ge3$ and $m_a$ is even, so $m_a\ge4$ instead of 2.
- If $j_a>0$, this plane is crossed at least three times and each of the other $j_a-1$ planes between $o$ and $j$ at least once, so $m_a\ge j_a+2$.
- If $j_a<0$, the $|j_a|$ planes on the other side are crossed at least once each, in addition to the three crossings here. By parity $m_a\ge|j_a|+4$.

In each case $L\ge|j|+2F+2$, and a factor $1/d$ is lost.

*Proof, Bethe lattice.* Replace axes by bonds. A bond on the path from $o$ to $j$ is used an odd number of times. Any other used bond is free: it is used an even number of times, at least twice, and can be chosen in $O(z)$ ways. The first claim follows as before. After $o$ is removed its neighbours lie on disconnected branches, so three hops from $o$ to one connected piece all use the same bond. That bond is used at least three times if it is on the path and at least four times if not, again two more than the minimum. ∎

**Proof of part 1.** In the $2n$-leg term of $S_{\rm eff}$, all $2n$ hops at $o$ attach to one connected cavity cumulant. For $n\ge2$ there are at least four of them, so the lemma with $j=o$ gives $O(1/z)$. For $n=1$ it gives $O(1)$. ∎

The removal of $o$ is what makes this work. Contract the leg sum with an uncut propagator that ends at $o$ itself. At $U=0$, where the relations below are exact, this gives $\sum_it_{oi}G_{io}=\Delta G_{oo}$, which is of order one. Four legs meeting at $o$ would then give a quartic term that does not decay. In the cavity that meeting point is absent.

## From the cavity to the lattice

**Proof of part 2.** Hold $c_o$ fixed and average over the cavity. To first order in the source,
$$\langle\bar c_j\rangle_\eta=-\Big\langle\bar c_j\int\sum_k\bar\eta_kc_k\Big\rangle_{(o)}=-\int\sum_k\bar\eta_k\langle c_k\bar c_j\rangle_{(o)}=\int\sum_k\bar\eta_kG^{(o)}_{kj},$$
where $\bar c_j$ was moved past a pair of Grassmann fields without a sign change. In the same way $\langle c_i\rangle_\eta=\int\sum_kG^{(o)}_{ik}\eta_k$. Averaging over $c_o$ with $-\langle c_o\bar c_o\rangle=G_{oo}$ gives, for $j\ne o$ and in frequency space,
$$G_{oj}=G_{oo}\sum_kt_{ok}G^{(o)}_{kj},\qquad G_{io}=\sum_kG^{(o)}_{ik}t_{ko}\,G_{oo},\tag{1}$$
$$G_{ij}=G^{(o)}_{ij}+\sum_{kl}G^{(o)}_{ik}t_{ko}\,G_{oo}\,t_{ol}G^{(o)}_{lj}.\tag{2}$$
The terms omitted from (1) have at least three hops between $o$ and one connected piece. Those omitted from (2) can have two, but (2) will be used inside $\sum_it_{oi}(\dots)$, which supplies the third. By the lemma the omitted terms are smaller by $1/z$ than the bound $z^{-|j|/2}$ on the terms kept.

Define
$$\Sigma=i\omega+\mu-\Delta-G_{oo}^{-1}.\tag{3}$$
By part 1 this is the self-energy of the single-site problem $S_{\rm eff}$. For $j\neq o$, multiply (2) by $t_{oi}$, sum over $i$, and use the first relation in (1) twice:
$$\sum_it_{oi}G_{ij}=\frac{G_{oj}}{G_{oo}}+\Delta\,G_{oj}=(i\omega+\mu-\Sigma)\,G_{oj}.$$
For $j=o$, the second relation in (1) gives $\sum_it_{oi}G_{io}=\Delta G_{oo}$, and (3) gives $(i\omega+\mu-\Sigma)G_{oo}=1+\Delta G_{oo}$. Both cases are contained in
$$(i\omega+\mu-\Sigma)\,G_{oj}-\sum_it_{oi}G_{ij}=\delta_{oj}.\tag{4}$$
The phase is homogeneous, so (4) holds with the same $\Sigma$ for every choice of $o$. It is Dyson's equation with a local self-energy.

The small errors in (4) do not accumulate. An error $O(z^{-|j|/2-1})$ in element $(o,j)$ enters $G_{oo}$ multiplied by a propagator $O(z^{-|j|/2})$ and summed over $O(z^{|j|})$ sites. The result is $O(1/z)$ for each distance, and finitely many distances occur at a given order. Finally, (3) rearranged is $\mathcal G_0^{-1}=i\omega+\mu-\Delta=G_{oo}^{-1}+\Sigma$. ∎

Let $\rho(\varepsilon)$ be the density of states of the hopping matrix. Equation (4) gives
$$G_{oo}(i\omega)=\int d\varepsilon\,\frac{\rho(\varepsilon)}{i\omega+\mu-\Sigma(i\omega)-\varepsilon},$$
which closes the problem: $\mathcal G_0$ determines $\Sigma$ through $S_{\rm eff}$, and $\Sigma$ determines $\mathcal G_0$ through the lattice.

**Cavity functions from lattice functions.** Inserting (1) into (2) gives
$$G^{(o)}_{ij}=G_{ij}-\frac{G_{io}G_{oj}}{G_{oo}},$$
to be used inside the hopping-weighted sums. It reproduces the Weiss field directly. Put $\zeta=i\omega+\mu-\Sigma$. From (4), $\sum_it_{oi}G_{io}=\zeta G_{oo}-1$. The two relations in (1) show that $\sum_jG_{oj}t_{jo}$ is the same quantity, since each sum equals $G_{oo}\sum_{kl}t_{ok}G^{(o)}_{kl}t_{lo}$. Multiplying (4) by $t_{jo}$ and summing over $j$, with $t_{oo}=0$, gives $\sum_{ij}t_{oi}G_{ij}t_{jo}=\zeta(\zeta G_{oo}-1)$. Hence
$$\Delta=\zeta(\zeta G_{oo}-1)-\frac{(\zeta G_{oo}-1)^2}{G_{oo}}=(\zeta G_{oo}-1)\frac1{G_{oo}}=\zeta-G_{oo}^{-1}.$$

**Remark (Bethe lattice).** Different neighbours are disconnected in the cavity, so $\Delta=t_*^2G^{(o)}_{ii}$. The graphs in $G_{ii}$ that visit the particular neighbour $o$ use the bond $io$ at least twice, without the factor $z$ from a free choice of bond. Thus $G_{ii}-G^{(o)}_{ii}=O(1/z)$ and
$$\mathcal G_0^{-1}=i\omega+\mu-t_*^2G_{oo}.$$

**Remark (hypercubic lattice).** Two different neighbours of $o$ are two steps apart, so $G^{(o)}_{ij}=O(1/d)$. With $t_{oi}t_{jo}=t_*^2/2d$, each pair contributes $O(d^{-2})$ to $\Delta$. There are about $4d^2$ pairs, so their sum can stay finite, and $\Delta=t_*^2G_{oo}$ need not hold.

**Remark (scope).** The proof treats each order in the hopping separately. It does not show that the series converges, and so does not by itself cover zero temperature or a phase transition. If the sites become inequivalent, as in an antiferromagnet, homogeneity can no longer be used to give all sites the same $\Sigma$.

## Worked example

Energies are in units of $t_*$ and Green functions in units of $1/t_*$. The parameters are $U=4$, $T=0.5$, and $\omega=\pi T=1.5708$.

**Interacting star.** This is the opening case at half filling, $\mu=U/2$, with $\Sigma$ measured from its Hartree value $U/2$. Each atom has two poles of weight one half:
$$G_{\rm atom}=\frac12\left[\frac1{i\omega-U/2}+\frac1{i\omega+U/2}\right]=\frac{-i\omega}{\omega^2+U^2/4},\qquad -{\rm Im}\,G_{\rm atom}=\frac{1.5708}{2.4674+4}=0.2429 .$$
For $z\to\infty$, $\Delta=t_*^2G_{\rm atom}$. Two uncorrelated bath levels at $\pm U/2$, each coupled with $V^2=t_*^2/2$, produce the same $\Delta$, so the limiting problem can be diagonalized. It gives $-{\rm Im}\,G_{oo}=0.28751$ and, from (3),
$$-{\rm Im}\,\Sigma=\frac1{0.28751}-1.5708-0.2429=1.664 .$$
The stars themselves, with interacting atoms, were diagonalized for $z=1$ to 5. Two values of $\Sigma$ were read from (4), one from element $(o,o)$ and one from element $(o,\text{neighbour})$:

| $z$ | $-{\rm Im}\,G_{oo}$ | double occupancy | $-{\rm Im}\,\Sigma$, $(o,o)$ | $-{\rm Im}\,\Sigma$, $(o,\text{nb})$ |
|---|---|---|---|---|
| 1 | 0.2639 | 0.0594 | 1.691 | 0.327 |
| 3 | 0.2790 | 0.0536 | 1.673 | 0.959 |
| 5 | 0.2824 | 0.0523 | 1.669 | 1.186 |
| limit | 0.2875 | 0.0503 | 1.664 | 1.664 |

The last row is the quadratic theory. At $z=5$, $G_{oo}$ is 1.8% below its limit, relative to the limit. Its shift times $z$ varies only from $-0.0236$ to $-0.0257$, as expected of a leading $1/z$ correction. Extrapolating the five stars to $1/z=0$ gives 0.2875 and a double occupancy of 0.0503, in agreement with the quadratic theory. The two self-energies still differ by 0.48 at $z=5$, which is 29% of the limiting value 1.664. The lemma bounds the error in element $(o,\text{nb})$ of (4) by $O(z^{-3/2})$; divided by $G_{oj}\sim z^{-1/2}$ this is $O(1/z)$, the same order as the shift of $G_{oo}$. In this example the relative size is much larger, and $z$ times the difference is still rising, from 1.36 at $z=1$ to 2.42 at $z=5$. Their extrapolated difference is 0.006, small against the 1.36 at $z=1$.

**Free hypercubic lattice.** With $U=0$ and $\mu=0$ the two parts of $\Delta$ can be computed separately. To first order in $U$, an interaction at cavity site $v$ gives a quartic term with four legs $F_v=\sum_it_{oi}G^{(o)}_{iv}=G_{ov}/G_{oo}$. Its size, for two legs at $\omega$ and two at $-\omega$, is measured by $Q=\sum_{v\ne o}|F_v|^4$.

| $d$ | $-{\rm Im}\,\Delta$, $i=j$ | $-{\rm Im}\,\Delta$, $i\ne j$ | sum | $2d\,Q$ |
|---|---|---|---|---|
| 4 | 0.5087 | −0.0656 | 0.4431 | 0.0396 |
| 16 | 0.5023 | −0.0704 | 0.4318 | 0.0350 |
| 64 | 0.5007 | −0.0716 | 0.4292 | 0.0340 |

For $d\to\infty$, $-{\rm Im}\,\Delta=0.4283$ and $-{\rm Im}\,G_{oo}=0.5002$. The part with $i\neq j$ survives, and $t_*^2G_{oo}$ would overestimate $|\Delta|$ by 17%.

The limit of $2dQ$ follows from the nearest neighbours. For them $\Delta G_{oo}=2d\,t\,G_{io}$, so $F_i=\Delta/(\sqrt{2d}\,t_*)$, and the $2d$ neighbours give $Q\simeq(|\Delta|/t_*)^4/2d$. Sites at distance $r$ contribute $O(d^r\,d^{-2r})=O(d^{-r})$, which is smaller for $r\ge2$. The predicted limit is $0.4283^4=0.0336$, and the computed values approach it.

**Free Bethe lattice.** At $U=0$ the Gaussian integration can be repeated along a branch, where each site has $z-1$ further neighbours:
$$G^{(o)}_{ii}=\frac1{i\omega-\frac{z-1}z\,t_*^2G^{(o)}_{ii}},\qquad G_{oo}=\frac1{i\omega-t_*^2G^{(o)}_{ii}} .$$
For $z=4$, $-{\rm Im}\,\Delta=0.5116$ while $-{\rm Im}\,t_*^2G_{oo}=0.4802$, a difference of 6.5% relative to the latter. For $z=64$ the values are 0.4876 and 0.4858, a difference of 0.4%. Here $\Delta=t_*^2G_{oo}$ does become correct. The program's checks also compare this recursion with an explicit tree and the cavity relation with direct deletion of a site from a finite lattice on which local self-energies are imposed, where the relation is an exact matrix identity.

## Numbers as computed

```
U = 4.0 t*, T = 0.50 t*, w = pi T = 1.57080 t*
Star limit: -Im G_atom = 0.242879 /t*, -Im Delta = 0.242879 t*
Star limit: -Im G_oo = 0.287509 /t*, double occ. = 0.050261, -Im Sigma = 1.664475 t*
Exact star: z, -Im G_oo [1/t*], double occ., z*(shift of -Im G_oo),
            -Im Sigma from element (o,o) and from (o,leaf) [t*]
  1  0.263908  0.059378  -0.023601  1.691365  0.326622
  2  0.275021  0.055177  -0.024977  1.677369  0.739935
  3  0.279045  0.053614  -0.025391  1.672916  0.958649
  4  0.281112  0.052803  -0.025587  1.670743  1.093836
  5  0.282369  0.052307  -0.025701  1.669458  1.185615
Extrapolated to 1/z=0: -Im G_oo = 0.287509 /t*, double occ. = 0.050261
Extrapolated to 1/z=0: -Im Sigma = 1.664475 t*, difference of the two Sigma = +0.006323 t*
Site deletion, 64 sites: largest error of cavity relation = 2.2e-16 /t*
Free hypercubic lattice: d, -Im Delta from i=j, from i!=j, sum [t*],
                         quartic weight Q, 2d*Q
   4  0.508728  -0.065587  0.443141  4.947e-03  0.039579
  16  0.502256  -0.070435  0.431821  1.093e-03  0.034964
  64  0.500729  -0.071564  0.429165  2.654e-04  0.033969
d=infinity: -Im G_oo = 0.500227 /t*, -Im Delta = 0.428295 t*
d=infinity: limit of 2d*Q = (|Delta|/t*)^4 = 0.033649
Free tree z=4, 4373 sites: -Im G_oo = 0.480207 /t*, recursion 0.480208 /t*
Free Bethe lattice: z, -Im Delta [t*], t*^2 * (-Im G_oo) [t*]
    4  0.511634  0.480208
   16  0.492094  0.484757
   64  0.487616  0.485811
  256  0.486520  0.486070
z=infinity, semicircular band: -Im G_oo = 0.486156 /t*
```
